# The supercritical Coulomb centre for massless Dirac fermions in two dimensions: verification in Python

```python
# 2D massless Dirac-Coulomb problem H = sigma.p - beta/r (hbar = v = 1, core radius r0 = 1).
# Spinor: r^(-1/2) (f e^{i(j-1/2)phi}, i g e^{i(j+1/2)phi}); u = f+ig (outgoing), w = f-ig.
# gamma = sqrt(j^2-beta^2), eta = sqrt(beta^2-j^2), s = -2iEr, L = ln(-2iE r0).
# Result under test: for beta > |j| the S-matrix poles are
#   E_n = -|E_0| exp(-n pi/eta) exp(i theta) [1 + O(E r0)],
#   theta = ln[(1-exp(-2pi(beta+eta)))/(1-exp(-2pi(beta-eta)))]/(4 eta), for any core;
# for beta < |j| the limit r0 -> 0 exists and no low-energy pole appears.
# S is defined by u/w -> S exp(2i(E r + beta ln(2|E|r))), S = exp(2 i delta).
import cmath
import numpy as np
import mpmath as mp
from math import pi, log, exp, sqrt, atan2
from scipy.integrate import solve_ivp, quad
from scipy.special import loggamma, jv
from scipy import constants as sc

mp.mp.dps = 25

def exact(kind, beta, j, L):
    gam = mp.sqrt(mp.mpf(j)**2 - mp.mpf(beta)**2)
    a, c, s = gam - 1j*mp.mpf(beta), 1 + 2*gam, mp.exp(L)
    pre = mp.exp(gam*L - s/2)
    if kind == "out":
        return pre*mp.hyperu(a, c, s), -j*pre*mp.hyperu(a + 1, c, s)
    return pre*mp.hyp1f1(a, c, s), a/j*pre*mp.hyp1f1(a + 1, c, s)

def spinor(kind, beta, j, E, x, y):
    r, ph = mp.sqrt(x*x + y*y), mp.atan2(y, x)
    u, w = exact(kind, beta, j, mp.log(-2j*E*r))
    f, g = (u + w)/2, (u - w)/2j
    return (f/mp.sqrt(r)*mp.expj((j - 0.5)*ph), 1j*g/mp.sqrt(r)*mp.expj((j + 0.5)*ph), u, w)

# Cartesian Hamiltonian by finite differences, and the radial current
h, x, y = mp.mpf("1e-8"), mp.mpf("0.7"), mp.mpf("-1.1")
for kind, b_, j_, E_ in [("out", 1.3, 0.5, mp.mpc(-0.8, -0.2)), ("out", 0.3, -0.5, mp.mpc(0.6, 0)),
                         ("reg", 0.3, 0.5, mp.mpc(-0.9, 0)), ("reg", 2.0, 1.5, mp.mpc(0.5, 0.1))]:
    p0 = spinor(kind, b_, j_, E_, x, y)
    xp, xm = spinor(kind, b_, j_, E_, x + h, y), spinor(kind, b_, j_, E_, x - h, y)
    yp, ym = spinor(kind, b_, j_, E_, x, y + h), spinor(kind, b_, j_, E_, x, y - h)
    dx = [(xp[i] - xm[i])/(2*h) for i in (0, 1)]
    dy = [(yp[i] - ym[i])/(2*h) for i in (0, 1)]
    r = mp.sqrt(x*x + y*y)
    res = abs(-1j*dx[1] - dy[1] - (b_/r + E_)*p0[0]) + abs(-1j*dx[0] + dy[0] - (b_/r + E_)*p0[1])
    norm = abs(p0[0]) + abs(p0[1])
    assert res < 1e-10*norm
    current = 2*mp.re(mp.conj(p0[0])*(x - 1j*y)/r*p0[1])
    assert abs(r*current - (abs(p0[2])**2 - abs(p0[3])**2)/2) < 1e-12*norm**2

# radial equations integrated along straight segments of complex ln r
def segment(y0, ta, tb, E, j, b):
    d = tb - ta
    def rhs(t, v):
        rr = cmath.exp(ta + t*d)
        k = 1j*(E*rr + b(rr))
        return [d*(k*v[0] + j*v[1]), d*(j*v[0] - k*v[1])]
    sol = solve_ivp(rhs, (0, 1), np.array(y0, complex), method="DOP853", rtol=1e-10, atol=1e-13)
    return sol.y[:, -1]

def core(name, beta):   # -r V(r) inside, outside, and the matching radius
    if name == "sharp":
        return (lambda r: beta*r), (lambda r: beta), 1.0
    return (lambda r: beta*r/cmath.sqrt(1 + r*r)), (lambda r: beta/cmath.sqrt(1 + 1/(r*r))), 2.0

def inner(name, beta, j, E):
    b_in, _, rm = core(name, beta)
    r1 = 1e-6
    small = (E + beta)*r1/(2*abs(j) + 1)
    f, g = (1.0, small) if j > 0 else (-small, 1.0)
    return segment([f + 1j*g, f - 1j*g], log(r1), log(rm), E, j, b_in)

def mismatch_ode(name, beta, j, L):
    E = 0.5j*cmath.exp(L)
    _, b_out, rm = core(name, beta)
    tb = log(rm) - 1j*L.imag            # ray on which s is real and the outgoing wave decays
    v = segment([1, -j/40], log(40.0) - L, tb, E, j, b_out)
    v = segment(v/v[0], tb, log(rm), E, j, b_out)
    vi = inner(name, beta, j, E)
    return v[1]/v[0] - vi[1]/vi[0]

def bessel_core(beta, j, E):
    f, g = mp.besselj(j - 0.5, beta + E), mp.besselj(j + 0.5, beta + E)
    return f + 1j*g, f - 1j*g

def jost(beta, j, L):
    L = mp.mpc(L)
    uo, wo = exact("out", beta, j, L)
    ui, wi = bessel_core(beta, j, 0.5j*mp.exp(L))
    return complex(uo*wi - wo*ui)

def secant(F, guess, tol):
    x0, x1 = guess + 0.05 + 0.03j, guess + 0.04 + 0.035j    # deliberately displaced start
    f0, f1 = F(x0), F(x1)
    for _ in range(20):
        x2 = x1 - f1*(x1 - x0)/(f1 - f0)
        if abs(x2 - x1) < tol:
            return x2
        x0, f0, x1, f1 = x1, f1, x2, F(x2)
    raise RuntimeError("no convergence")

eta_of = lambda beta, j: sqrt(beta**2 - j**2)
def theta_of(beta, j):
    eta = eta_of(beta, j)
    return log((1 - exp(-2*pi*(beta + eta)))/(1 - exp(-2*pi*(beta - eta))))/(4*eta)

def core_ratio(name, beta, j):          # c_minus/c_plus from the zero-energy solution
    eta, R = eta_of(beta, j), 1e4
    _, b_out, rm = core(name, beta)
    u, w = segment(inner(name, beta, j, 0.0), log(rm), log(R), 0.0, j, b_out)
    lp, lm = 1j*(eta - beta)/j, 1j*(-eta - beta)/j
    up = (w - lm*u)/(lp - lm)
    ratio = (u - up)/up*cmath.exp(2j*eta*log(R))
    assert abs(abs(ratio) - (beta - eta)/abs(j)) < 1e-6
    return ratio

def constant_C(beta, j, ratio):
    eta = eta_of(beta, j)
    C = cmath.exp(loggamma(2j*eta) - loggamma(1j*(eta - beta))
                  - loggamma(-2j*eta) + loggamma(-1j*(eta + beta)))/ratio
    assert abs(-log(abs(C))/(2*eta) - pi/2 - theta_of(beta, j)) < 1e-5
    ph = cmath.phase(C)
    return abs(C), (ph - 2*pi if ph > 0 else ph)

def predicted(beta, j, ratio, n):
    ph = constant_C(beta, j, ratio)[1]
    return (ph - 2*pi*n)/(2*eta_of(beta, j)) + 1j*(pi/2 + theta_of(beta, j))
energy = lambda L: 0.5j*cmath.exp(L)

# threshold at zero energy: locking below, periodic nodes above
def zero_energy(beta, j):
    return solve_ivp(lambda t, v: [j*v[0] - beta*v[1], beta*v[0] - j*v[1]], (0, 150),
                     [jv(0, beta), jv(1, beta)], events=lambda t, v: v[0],
                     method="DOP853", rtol=1e-11, atol=1e-13)
below, above = zero_energy(0.49, 0.5), zero_energy(0.51, 0.5)
lock = below.y[1, -1]/below.y[0, -1]
assert len(below.t_events[0]) == 0 and abs(lock - 0.49/(0.5 + sqrt(0.25 - 0.49**2))) < 1e-8
spacing = np.diff(above.t_events[0])
assert len(spacing) >= 3 and np.max(abs(spacing - pi/eta_of(0.51, 0.5))) < 1e-6

# worked example: poles by three roads
beta, j = 1.3, 0.5
eta, theta = eta_of(beta, j), theta_of(beta, j)
factor = exp(-pi/eta)
chi = atan2(jv(1, beta), jv(0, beta))
Lam = cmath.exp(-2j*chi)
ratio = -(1j*(eta - beta)/j - Lam)/(1j*(-eta - beta)/j - Lam)
assert abs(ratio - core_ratio("sharp", beta, j)) < 1e-7
Lp = [predicted(beta, j, ratio, n) for n in range(5)]
Lu = [secant(lambda L: jost(beta, j, L), g, 1e-12) for g in Lp]
Lo = [secant(lambda L: mismatch_ode("sharp", beta, j, L), g, 1e-8) for g in Lp]
for n in range(5):
    assert abs(Lu[n] - Lo[n]) < 1e-7
    assert abs(Lo[n] - Lp[n]) < 5*abs(energy(Lp[n])) + 1e-7
shrink = abs(Lu[3] - Lp[3])/abs(Lu[2] - Lp[2])
assert abs(shrink/factor - 1) < 0.1                       # correction is first order in E r0
assert abs(secant(lambda L: mismatch_ode("sharp", beta, -j, L), Lp[1], 1e-8) - Lo[1]) < 1e-7
ratio_sm = core_ratio("smooth", beta, j)
Lsp = [predicted(beta, j, ratio_sm, n) for n in (3, 4)]
Ls = [secant(lambda L: mismatch_ode("smooth", beta, j, L), g, 1e-8) for g in Lsp]
for a_, b_ in zip(Ls, Lsp):
    assert abs(a_ - b_) < 5*abs(energy(b_)) + 1e-6
others = []
for b_, j_, n_ in [(0.55, 0.5, 1), (2.0, 1.5, 4)]:
    g = predicted(b_, j_, core_ratio("sharp", b_, j_), n_)
    root = secant(lambda L: mismatch_ode("sharp", b_, j_, L), g, 1e-8)
    assert abs(root - g) < 5*abs(energy(g)) + 1e-6
    others.append((b_, j_, root.imag - pi/2, theta_of(b_, j_)))
theta_c = pi/(exp(pi) - 1)
assert abs(theta_of(0.5 + 1e-8, 0.5) - theta_c) < 1e-6

# argument principle in the L plane, |arg s| < 0.95 pi
def count(beta, j, lo, hi):
    H = 0.95*pi
    cs = [lo - 1j*H, hi - 1j*H, hi + 1j*H, lo + 1j*H, lo - 1j*H]
    pts = [cs[k] + (cs[k + 1] - cs[k])*t/16 for k in range(4) for t in range(16)] + [cs[0]]
    v = [jost(beta, j, p) for p in pts]
    steps = [cmath.phase(v[k + 1]/v[k]) for k in range(len(v) - 1)]
    assert max(map(abs, steps)) < 1.5
    return sum(steps)/(2*pi)
n_super = count(beta, j, Lp[2].real - pi/(2*eta), Lp[2].real + pi/(2*eta))
n_sub = count(0.3, 0.5, log(1e-6), log(1e-2))
assert abs(n_super - 1) < 1e-6 and abs(n_sub) < 1e-6

# S-matrix on the real axis
X = 400.0                               # |E| r at extraction; neglected terms are below 2/X
def S_direct(beta, j, E):
    u, w = segment(inner("sharp", beta, j, E), 0.0, log(X/abs(E)), E, j, lambda r: beta)
    return u/w*cmath.exp(-2j*(np.sign(E)*X + beta*log(2*X)))
def S_matched(beta, j, E):
    uo, wo = exact("out", beta, j, mp.log(mp.mpc(0, -2*E)))
    ui, wi = bessel_core(beta, j, E)
    rho = wi/ui
    return complex((mp.conj(uo) - rho*mp.conj(wo))/(rho*uo - wo))
def S_point(beta, j, E):
    g = sqrt(j*j - beta*beta)
    return j/(g - 1j*beta)*cmath.exp(-1j*pi*g*np.sign(E) + loggamma(1 + g - 1j*beta) - loggamma(1 + g + 1j*beta))
for E_ in (1e-6, -1e-6):
    assert abs(S_direct(0.3, j, E_) - S_point(0.3, j, E_)) < 2/X + 1e-3
slope = log(abs(S_matched(0.3, j, -1e-5) - S_point(0.3, j, -1))
            / abs(S_matched(0.3, j, -1e-7) - S_point(0.3, j, -1)))/log(100)
assert abs(slope - 2*sqrt(j*j - 0.3**2)) < 0.01
assert abs(S_direct(beta, j, -0.05) - S_matched(beta, j, -0.05)) < 2/X
e3 = abs(energy(Lp[3]))
S1, S2, Sm = (S_direct(beta, j, -e3*z) for z in (1, factor, sqrt(factor)))
assert abs(S1 - S2) < 2/X and abs(S1 + Sm) < 4/X          # log-periodic, no limit
delay = []
for sign, q in [(-1, exp(-2*eta*theta)), (1, exp(-2*eta*(pi + theta)))]:
    for off in (0.0, 0.3, pi/(2*eta)):
        e0, d = sign*abs(energy(Lp[4]))*exp(off), 1e-4
        num = cmath.phase(S_matched(beta, j, e0*exp(d))/S_matched(beta, j, e0*exp(-d)))/(4*d)
        assert abs(num/(-eta*(1 - q*q)/(1 + q*q - 2*q*np.cos(2*eta*off))) - 1) < 1e-3
        delay.append(num)
action = quad(lambda r: sqrt(max(j*j - (beta - r)**2, 0.0))/r, beta - j, beta + j)[0]
assert abs(action - pi*(beta - eta)) < 1e-6

v, r0 = 1.0e6, 1.0e-9
unit = sc.hbar*v/r0/sc.e*1e3
absC, phC = constant_C(beta, j, ratio)
print(f"inputs: beta = {beta}, j = {j}, v = {v:.1e} m/s, r0 = {r0*1e9:.1f} nm")
print(f"hbar v/r0 = {unit:.2f} meV; alpha c/v = {sc.alpha*sc.c/v:.4f}")
print(f"Z/eps: critical {0.5*v/(sc.alpha*sc.c):.4f}, example {beta*v/(sc.alpha*sc.c):.4f}")
print(f"eta = {eta:.4f}; pi/eta = {pi/eta:.4f}; exp(-pi/eta) = {factor:.6f}; inverse = {1/factor:.3f}")
print(f"J0(beta) = {jv(0, beta):.5f}; J1(beta) = {jv(1, beta):.5f}; chi = {chi:.5f} rad")
print(f"p = {(beta - eta)/j:.4f}; arg(c-/c+) = {cmath.phase(ratio):.5f} rad")
print(f"|C| = {absC:.6f}; arg C = {phC:.5f} rad")
print(f"theta = {theta:.6f} rad; tan theta = {np.tan(theta):.5f}; Gamma/|E| = {2*np.sin(theta):.5f}")
print(f"action = {action:.6f}; T = {exp(-2*action):.5f}; q(E<0) = {exp(-2*eta*theta):.5f}")
print(f"q(E>0) = {exp(-2*eta*(pi + theta)):.3e}; threshold theta = {theta_c:.5f} rad")
for n in range(5):
    Ea, Ex = energy(Lp[n])*unit, energy(Lu[n])*unit
    print(f"n={n} scaling E = {Ea.real:.5g} {Ea.imag:+.5g}i meV; full E = {Ex.real:.5g} {Ex.imag:+.5g}i meV")
    print(f"n={n} full |E|r0 = {abs(Ex)/unit:.4e} hbar v; angle = {Lu[n].imag - pi/2:.6f} rad")
    print(f"n={n} Gamma = {-2*Ex.imag:.4g} meV; lifetime = {sc.hbar/(-2*Ex.imag*1e-3*sc.e)*1e12:.4g} ps;"
          f" barrier {(beta - j)*unit/-Ex.real:.4g} to {(beta + j)*unit/-Ex.real:.4g} nm")
print("full |E_n+1/E_n|: " + ", ".join(f"{exp((Lu[n+1] - Lu[n]).real):.6f}" for n in range(4)))
print(f"relative correction / (|E| r0) at n=3: {abs(Lu[3] - Lp[3])/e3:.4f}; shrink n=2->3: {shrink:.4f}")
for L in Ls:
    Es = energy(L)*unit
    print(f"smooth core E = {Es.real:.5g} {Es.imag:+.5g}i meV; angle = {L.imag - pi/2:.6f} rad")
print(f"smooth core ratio = {exp((Ls[1] - Ls[0]).real):.6f}; arg(c-/c+) = {cmath.phase(ratio_sm):.5f} rad")
for o in others:
    print(f"beta = {o[0]}, j = {o[1]}: angle ODE {o[2]:.6f} rad, formula {o[3]:.6f} rad")
print(f"beta = 0.49: no node, g/f -> {lock:.6f}; beta = 0.51: node spacing in ln r = {spacing[0]:.4f}")
print(f"poles counted: one period at beta=1.3: {n_super:.3f}; beta=0.3, |s0| 1e-6..1e-2: {abs(n_sub):.3f}")
print(f"beta = 0.3: exponent of |S-S0| = {slope:.4f}; arg S0(E<0) = {cmath.phase(S_point(0.3, j, -1)):.4f} rad")
print(f"arg S at -|E3|, -|E4|, midpoint: {cmath.phase(S1):.3f}, {cmath.phase(S2):.3f}, {cmath.phase(Sm):.3f} rad")
print(f"d delta/d ln|E|, E<0: peak {delay[0]:.4f}, valley {delay[2]:.4f}, ratio {delay[0]/delay[2]:.2f}")
print(f"d delta/d ln|E|, E>0: {delay[3]:.5f} and {delay[5]:.5f}")
print("all assertions hold")
```

It prints:

```
inputs: beta = 1.3, j = 0.5, v = 1.0e+06 m/s, r0 = 1.0 nm
hbar v/r0 = 658.21 meV; alpha c/v = 2.1877
Z/eps: critical 0.2286, example 0.5942
eta = 1.2000; pi/eta = 2.6180; exp(-pi/eta) = 0.072949; inverse = 13.708
J0(beta) = 0.62009; J1(beta) = 0.52202; chi = 0.69975 rad
p = 0.2000; arg(c-/c+) = 0.25617 rad
|C| = 0.015746; arg C = -3.09452 rad
theta = 0.158848 rad; tan theta = 0.16020; Gamma/|E| = 0.31636
action = 0.314159; T = 0.53349; q(E<0) = 0.68302
q(E>0) = 3.630e-04; threshold theta = 0.14189 rad
n=0 scaling E = -89.508 -14.339i meV; full E = -91.42 -14.99i meV
n=0 full |E|r0 = 1.4075e-01 hbar v; angle = 0.162517 rad
n=0 Gamma = 29.98 meV; lifetime = 0.02196 ps; barrier 5.76 to 12.96 nm
n=1 scaling E = -6.5295 -1.046i meV; full E = -6.5392 -1.0492i meV
n=1 full |E|r0 = 1.0062e-02 hbar v; angle = 0.159092 rad
n=1 Gamma = 2.098 meV; lifetime = 0.3137 ps; barrier 80.53 to 181.2 nm
n=2 scaling E = -0.47632 -0.076306i meV; full E = -0.47637 -0.076323i meV
n=2 full |E|r0 = 7.3297e-04 hbar v; angle = 0.158866 rad
n=2 Gamma = 0.1526 meV; lifetime = 4.312 ps; barrier 1105 to 2487 nm
n=3 scaling E = -0.034747 -0.0055664i meV; full E = -0.034748 -0.0055665i meV
n=3 full |E|r0 = 5.3464e-05 hbar v; angle = 0.158850 rad
n=3 Gamma = 0.01113 meV; lifetime = 59.12 ps; barrier 1.515e+04 to 3.41e+04 nm
n=4 scaling E = -0.0025348 -0.00040607i meV; full E = -0.0025348 -0.00040607i meV
n=4 full |E|r0 = 3.9001e-06 hbar v; angle = 0.158848 rad
n=4 Gamma = 0.0008121 meV; lifetime = 810.5 ps; barrier 2.077e+05 to 4.674e+05 nm
full |E_n+1/E_n|: 0.071489, 0.072847, 0.072942, 0.072949
relative correction / (|E| r0) at n=3: 0.1520; shrink n=2->3: 0.0729
smooth core E = -0.022498 -0.0036041i meV; angle = 0.158848 rad
smooth core E = -0.0016412 -0.00026291i meV; angle = 0.158848 rad
smooth core ratio = 0.072949; arg(c-/c+) = 1.29944 rad
beta = 0.55, j = 0.5: angle ODE 0.147743 rad, formula 0.147743 rad
beta = 2.0, j = 1.5: angle ODE 0.002703 rad, formula 0.002703 rad
beta = 0.49: no node, g/f -> 0.817350; beta = 0.51: node spacing in ln r = 31.2600
poles counted: one period at beta=1.3: 1.000; beta=0.3, |s0| 1e-6..1e-2: 0.000
beta = 0.3: exponent of |S-S0| = 0.8000; arg S0(E<0) = 1.9283 rad
arg S at -|E3|, -|E4|, midpoint: -2.058, -2.058, 1.086 rad
d delta/d ln|E|, E<0: peak -6.3714, valley -0.2260, ratio 28.19
d delta/d ln|E|, E>0: -1.20087 and -1.19913
all assertions hold
```
